Suppose the coefficients $D_{ij}$ in an ultrasoft pseudopotential are treated as properties of the element: one number for s, one for p, stored with the dataset and used on every atom. In the three-atom model below, the self-consistency cycle still converges with such a set, but to the wrong orbitals: it puts the highest occupied level 109 meV too low and the total energy 11.6 meV above its self-consistent value. The set is not a careless guess: it comes from the converged coefficients of one of the three atoms.

The belief has a sound origin. In the Kleinman-Bylander form of a norm-conserving pseudopotential, the energies multiplying the projectors are fixed numbers. An ultrasoft dataset also contains fixed numbers, the bare coefficients $D^0_{ij}$, but the Hamiltonian uses the screened coefficients

$$D^I_{ij}=D^0_{ij}+\int V_{\rm eff}(\mathbf r)\,Q^I_{ij}(\mathbf r)\,d^3r . \qquad (1)$$

Here $I$ labels the atom, and $i,j$ label its projectors $\beta^I_i$, each with a definite $l$ and $m$. The augmentation function $Q^I_{ij}$ restores charge that the smooth orbitals leave out near the atom. $V_{\rm eff}$ is the potential energy of an electron in the field of the ions and of all electrons, including exchange and correlation. It depends on the density and on the surroundings of the atom, and $D^I_{ij}$ inherits both dependences.

## A counter-example: three identical atoms in a row

Three identical model ions of charge $2e$ lie on a straight line in a periodic box with sides 0.7, 0.6 and 0.8 nm. The centre ion is at the origin and the end ions are at $\pm(0.12,\,0,\,0.16)$ nm, so the spacing is

$$\sqrt{0.12^2+0.16^2}\ \text{nm}=0.20\ \text{nm}.$$

Six electrons fill three orbitals in pairs. The parameters are round numbers and represent no particular element.

Each ion is a Gaussian charge of standard deviation 0.05 nm. Each atom has one s and three p projectors,

$$\beta_s=(\pi b^2)^{-3/4}e^{-r^2/2b^2},\qquad \beta_{p_\alpha}=\frac{\sqrt2\,r_\alpha}{b}\,\beta_s ,\qquad b=0.06\ \text{nm},$$

with $\mathbf r$ measured from the atom and $\alpha=x,y,z$. Let $\chi_i$ be the same functions with $b$ replaced by $a=0.05$ nm. The augmentation functions are

$$Q_{ij}(\mathbf r)=\sqrt{q_iq_j}\,\chi_i(\mathbf r)\chi_j(\mathbf r),\qquad q_s=q_p=0.5 .$$

This product form is a model choice. A dataset for a real element builds $Q_{ij}$ from the difference between products of full and of smooth atomic waves. Since the $\chi_i$ are orthonormal, the integrals $q_{ij}=\int Q_{ij}\,d^3r$ vanish for $i\ne j$. The projectors are normalized, so $D_{ij}$ is an energy. The bare coefficients, the same on all three atoms, are $D^0_{ss}=3.0$ eV and $D^0_{pp}=6.0$ eV for each p projector, with no off-diagonal elements.

Exchange is treated in the Dirac-Slater local form and correlation is omitted. One k point and 419 plane waves define the model; convergence with the number of plane waves is not claimed. With 879 plane waves the end-centre difference of $D_{ss}$ found below moves from 0.174 to 0.173 eV and the tabulated off-diagonal elements move by less than 0.001 eV. The box matters more, because the nearest periodic images are only 0.54 nm from the end atoms. In a box with sides 0.85, 0.75 and 0.95 nm that difference becomes 0.235 eV, while the tabulated off-diagonal elements move by less than 0.01 eV. The numbers below therefore describe the row in its box, not an isolated row.

### The coefficients move during the cycle

The cycle starts from Gaussian electron clouds of standard deviation 0.07 nm on the atoms and takes 0.6 of the new density at each mixing. Each step computes $V_{\rm eff}$ from the current density, evaluates (1), solves for the orbitals and mixes the new density with the old. Selected coefficients, in eV, are:

| Step | $D_{ss}$, centre | $D_{ss}$, end | $D_{s,p_z}$, end |
|---|---:|---:|---:|
| 1 | −5.684 | −5.553 | 0.139 |
| 2 | −4.701 | −4.469 | 0.183 |
| 3 | −4.667 | −4.435 | 0.229 |
| 20 | −4.677 | −4.503 | 0.232 |

The end atom shown is the one at $+(0.12,0,0.16)$ nm. Between the first and the last step, $D_{ss}$ on the centre atom rises by $-4.677-(-5.684)=1.007$ eV. The size and sign of this change depend on the starting density: clouds of 0.08 nm give a rise of 2.19 eV, and clouds of 0.06 nm a fall of 0.35 eV. The coefficients settle because the density settles.

### Identical atoms have different coefficients

At convergence the s coefficients of end and centre differ by

$$-4.503-(-4.677)=0.174\ \text{eV}.$$

The bare part cancels from this difference, which is therefore due to the potential. On the centre atom the integral in (1) is $-4.677-3.0=-7.677$ eV. Dividing by $q_s=0.5$ gives the average of $V_{\rm eff}$ with weight $Q_{ss}/q_s$, namely $-15.35$ eV. On the end atom the same steps give $-7.503$ eV and $-15.01$ eV. The end atom samples a potential about 0.35 eV higher, and half of that appears in $D_{ss}$.

### Different l and m are coupled

The converged off-diagonal elements that are not zero by symmetry on every atom are, in eV:

| Element | Centre | End (+) | End (−) |
|---|---:|---:|---:|
| $s,p_x$ | 0.000 | 0.165 | −0.165 |
| $s,p_z$ | 0.000 | 0.232 | −0.232 |
| $p_x,p_z$ | −0.187 | −0.085 | −0.085 |

All these elements are zero in $D^0$. On the end atoms the potential couples s to p. Since $Q_{s,p_z}$ is positive where $z$ exceeds the height of the atom, the positive value on end (+) means that, with this weight, the potential energy is lower on the side facing the centre.

The size can be read as a potential gradient. Because $\chi_{p_z}=(\sqrt2\,z/a)\chi_s$ and $\int z^2\chi_s^2\,d^3r=a^2/2$, the dipole of the augmentation function is

$$\int z\,Q_{s,p_z}\,d^3r=\sqrt{q_sq_p}\,\frac{\sqrt2}{a}\,\frac{a^2}{2}
=\sqrt{q_sq_p}\,\frac{a}{\sqrt2}
=0.5\times\frac{0.05\ \text{nm}}{1.414}=0.0177\ \text{nm}.$$

A linear potential with slope $0.232/0.0177\approx13$ eV/nm along $z$ would give the same element. Although $q_{s,p_z}=0$, the function $Q_{s,p_z}(\mathbf r)$ is not zero: a uniform potential does not couple s to p through it, but a gradient does.

The two kinds of coupling differ in one respect. The $3\times3$ block among the p projectors is real and symmetric, so on any one atom a rotation of the axes removes its off-diagonal elements. The three s-p elements form a vector. Rotation changes its components but not its length, which on an end atom is $\sqrt{0.165^2+0.232^2}\approx0.28$ eV. No choice of axes removes that coupling.

### What a fixed set does

Now take the converged centre atom, keep $D_{ss}=-4.677$ eV, replace its p block by the mean of its diagonal, $-0.665$ eV, and discard the off-diagonal elements. Use these two numbers on all three atoms, while $V_{\rm eff}$ itself is still iterated to self-consistency.

Relative to the calculation with (1), the three occupied levels are wrong by $-16$, $-13$ and $-109$ meV. The total energy of the resulting orbitals, evaluated with the correct energy expression, is 11.6 meV too high for the whole row. In the larger box mentioned above, with the fixed set taken from the centre atom in that box, the level errors are $-30$, $-38$ and $-128$ meV and the energy is 12.4 meV too high. The run does not separate the parts of these errors due to unequal atoms, to the splitting of the p elements and to the missing couplings.

## The general statement

**Assumptions.** The energy depends on the orbitals through the one-body terms written below and through a functional $F[n]$ of the density. The occupied orbitals each hold $f=2$ electrons, $Q_{ij}$ is real and symmetric in $i,j$, and $D^0$ is the same real symmetric matrix for all atoms of an element, diagonal in $l,m$ and independent of $m$. There may be several projectors of equal $l,m$, and $D^0$ may couple those. Each $Q_{ij}$ is a radial function, independent of $m$, times the product of the real spherical harmonics of its two projectors, and is the same on all atoms of an element. No core density enters the exchange-correlation energy.

**Statement.** The energy is stationary, for orbitals satisfying the ultrasoft orthonormality condition, when they obey an eigenvalue equation whose nonlocal coefficients are (1). These coefficients change whenever a change of $V_{\rm eff}$ has a nonzero integral with $Q^I_{ij}$. Nothing requires them to agree on inequivalent atoms. They couple different $l$ or $m$ when the angular form of $V_{\rm eff}$ around the atom permits it. Atoms related by symmetry have matrices related by the same symmetry operation, which need not make them equal element by element.

## Proof

### The energy contains the bare coefficients

Define the projector occupations

$$\rho^I_{ij}=\sum_n f\langle\phi_n|\beta^I_i\rangle\langle\beta^I_j|\phi_n\rangle .$$

The electron density has a smooth and an augmentation part,

$$n(\mathbf r)=\sum_n f|\phi_n(\mathbf r)|^2+\sum_{I,ij}\rho^I_{ij}Q^I_{ij}(\mathbf r), \qquad (2)$$

and the energy is

$$E=\sum_n f\langle\phi_n|T|\phi_n\rangle+\sum_{I,ij}D^0_{ij}\rho^I_{ij}+F[n],\qquad T=-\frac{\hbar^2}{2m}\nabla^2 . \qquad (3)$$

In the model the augmentation part holds 1.69 of the 6 electrons.

With $k=e^2/(4\pi\varepsilon_0)$, the functional for the model is

$$F[n]=\int V_{\rm loc}n\,d^3r+\frac k2\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'
-\frac{3k}{4}\Big(\frac3\pi\Big)^{1/3}\!\int n^{4/3}d^3r+E_{\rm ion}.$$

Here $V_{\rm loc}$ is the electron's potential energy in the field of the ions, and $E_{\rm ion}$ does not depend on the electrons. In the periodic box the electrostatic terms are evaluated together for the neutral system, and the average electrostatic potential is set to zero.

Vary $n$. The double integral contributes two equal terms, which cancel the factor $\tfrac12$. In the exchange term the derivative of $n^{4/3}$ supplies $\tfrac43$, which cancels $\tfrac34$. Hence $\delta F=\int V_{\rm eff}\,\delta n\,d^3r$ with

$$V_{\rm eff}(\mathbf r)=V_{\rm loc}(\mathbf r)+k\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'-k\Big(\frac{3n(\mathbf r)}{\pi}\Big)^{1/3}.$$

For another density functional the last term is replaced by its own derivative; the rest of the proof is unchanged.

### The screened coefficient is a derivative

Regard (3) as a function of the smooth density, the kinetic energy and the numbers $\rho^I_{ij}$, taken as separate arguments. Changing one $\rho^I_{ij}$ by $\delta\rho$ changes the bare term by $D^0_{ij}\delta\rho$. By (2) it also changes the density by $Q^I_{ij}\delta\rho$, and thus $F$ by $\delta\rho\int V_{\rm eff}Q^I_{ij}\,d^3r$. Therefore

$$\frac{\partial E}{\partial\rho^I_{ij}}=D^0_{ij}+\int V_{\rm eff}Q^I_{ij}\,d^3r=D^I_{ij}. \qquad (4)$$

This is the meaning of a screened coefficient: the energy cost per unit of projector occupation, including the work of placing the accompanying augmentation charge in the potential of everything else. A finite-difference test of (4) on an end atom agrees to $10^{-7}$ eV.

### The orbital equation

Ultrasoft orbitals satisfy $\langle\phi_m|S|\phi_n\rangle=\delta_{mn}$ with

$$S=1+\sum_{I,ij}q_{ij}|\beta^I_i\rangle\langle\beta^I_j| .$$

With this condition, integrating (2) gives $\sum_n f\langle\phi_n|S|\phi_n\rangle=\sum_n f$, the correct number of electrons.

Vary $\langle\phi_n|$ while holding $|\phi_n\rangle$ fixed, as is allowed for complex orbitals. The kinetic term gives $f\langle\delta\phi_n|T|\phi_n\rangle$. The smooth density changes by $f\,\delta\phi_n^*\phi_n$, which contributes $f\langle\delta\phi_n|V_{\rm eff}|\phi_n\rangle$. The occupations change by $f\langle\delta\phi_n|\beta^I_i\rangle\langle\beta^I_j|\phi_n\rangle$, and by (4) each change is multiplied by $D^I_{ij}$. The sum is $f\langle\delta\phi_n|H|\phi_n\rangle$ with

$$H=T+V_{\rm eff}+\sum_{I,ij}D^I_{ij}|\beta^I_i\rangle\langle\beta^I_j| . \qquad (5)$$

Impose the constraints by subtracting $f\sum_{mn}\lambda_{mn}(\langle\phi_n|S|\phi_m\rangle-\delta_{mn})$ from $E$. Stationarity gives $H\phi_n=\sum_m\lambda_{mn}S\phi_m$. Taking the product with $\langle\phi_m|$ gives $\lambda_{mn}=\langle\phi_m|H|\phi_n\rangle$, which is Hermitian. All $f$ are equal, so a unitary mixing of the occupied orbitals changes neither $n$ nor $E$. The mixing that diagonalizes $\lambda$ leaves

$$H\phi_n=\varepsilon_nS\phi_n . \qquad (6)$$

The coefficients in (5) are those of (1), which proves the first part of the statement. Since $V_{\rm eff}$ depends on the $n$ built from the solutions, (1), (2) and (6) must be solved together.

Replacing $D^I_{ij}$ by other numbers breaks the link between $H$ and the gradient of $E$. An orbital variation and its complex conjugate together give

$$\delta E=2f\,{\rm Re}\langle\delta\phi|H|\phi\rangle .$$

For the lowest orbital and one chosen direction, with a dimensionless step, finite differences of the total energy give 16.678 eV. Formula (5) with current coefficients gives 16.678 eV; with the coefficients of step 1 it gives 18.453 eV, an error of 1.775 eV. The ratio to the correct gradient, 11% here, depends on the zero of potential: a constant added to $V_{\rm eff}$, with both sets of coefficients shifted accordingly, changes the gradient but not this error. The gradient need not vanish at self-consistency: by (6), $\delta E=2f\varepsilon\,{\rm Re}\langle\delta\phi|S|\phi\rangle=f\varepsilon\,\delta\langle\phi|S|\phi\rangle$, so a nonzero value means that this direction also changes the norm of the orbital.

### Which elements the surroundings can produce

Place the origin at the atom and expand the potential in real spherical harmonics,

$$V_{\rm eff}(\mathbf r)=\sum_{LM}V_{LM}(r)Y_{LM}(\hat{\mathbf r}).$$

The angular form of $Q_{ij}$ is the product $Y_iY_j$ of the harmonics of its two projectors.

If the potential is spherical, only $L=0$ is present. The angular integral is then that of $Y_iY_j$, which vanishes unless $l$ and $m$ agree. This is the situation of a spherical reference atom, and here, with one projector per $l,m$, the picture of one coefficient per angular momentum holds for the matrix pattern, though its values still follow the density. Several projectors of equal $l,m$ are coupled to one another even by a spherical potential.

For an s and a $p_z$ projector, $Y_s=1/\sqrt{4\pi}$ gives

$$Y_sY_{p_z}=\frac{1}{\sqrt{4\pi}}\,Y_{1z},$$

so orthogonality selects the $L=1$ part of the potential. For two different p projectors, use $Y_{1x}=\sqrt{3/4\pi}\,x/r$, $Y_{1z}=\sqrt{3/4\pi}\,z/r$ and $Y_{2,xz}=\sqrt{15/4\pi}\,xz/r^2$:

$$Y_{1x}Y_{1z}=\frac{3}{4\pi}\frac{xz}{r^2}=\frac{3}{4\pi}\sqrt{\frac{4\pi}{15}}\,Y_{2,xz}=\sqrt{\frac{3}{20\pi}}\,Y_{2,xz}.$$

This element needs the $L=2$ part. A separate spherical quadrature around end (+), keeping just the selected component in each case, gives 0.232 eV for $s,p_z$ and $-0.085$ eV for $p_x,p_z$, in agreement with the direct integrals.

### What symmetry requires

Let a symmetry operation $g$ of the structure and its potential carry atom $I$ to atom $J$. It turns the functions of each $l$ into combinations of one another, described by an orthogonal matrix $U$. With $\mathbf r$ measured from each atom,

$$Q^J_{ij}(g\mathbf r)=\sum_{kl}U_{ik}U_{jl}\,Q^I_{kl}(\mathbf r).$$

Since $V_{\rm eff}$ has the same value at corresponding points, changing variables in (1) gives $D^J-D^0=U(D^I-D^0)U^T$. The bare matrix does not depend on $m$, so $UD^0U^T=D^0$, and

$$D^J=U D^I U^T . \qquad (7)$$

For inversion, $U$ is $+1$ for s and $-1$ for p. An s-p element then changes sign between partner atoms, while a p-p element does not, as the two end columns show. The centre atom is its own partner, so its s-p elements equal their own negatives and vanish. Its $p_x,p_z$ element is unrestricted by inversion and equals $-0.187$ eV.

One atom in a cubic box gives a limiting case. Inversion forbids s-p coupling, reflections such as $x\to-x$ forbid coupling between different p functions, and exchanging the axes makes the three p elements equal. The program confirms this pattern. Inequivalent atoms have no relation such as (7), and the row shows that their coefficients can indeed differ.

## Two consequences for energies

**The screening term is not an extra energy.** Multiply (6) by $f\langle\phi_n|$ and sum. The potential terms from the smooth density and from the augmentation combine through (2):

$$\sum_n f\varepsilon_n=\sum_n f\langle\phi_n|T|\phi_n\rangle+\sum_{I,ij}D^0_{ij}\rho^I_{ij}+\int V_{\rm eff}\,n\,d^3r .$$

Comparison with (3) gives

$$E=\sum_n f\varepsilon_n-\int V_{\rm eff}\,n\,d^3r+F[n]. \qquad (8)$$

The density in both corrections is the full one. Replacing $D^0$ by $D$ in (3) while keeping $F[n]$ would count the interaction of the augmentation charge with $V_{\rm eff}$ again. The program tests (8) against direct evaluation of (3).

**The value of D depends on the zero of potential.** Add a constant $c$ to $V_{\rm eff}$. Equation (1) changes $D_{ij}$ to $D_{ij}+cq_{ij}$, so

$$H\to H+c\Big(1+\sum_{I,ij}q_{ij}|\beta^I_i\rangle\langle\beta^I_j|\Big)=H+cS .$$

The orbitals are unchanged and every level rises by $c$. For $c=1$ eV the lowest level rises by 1.000 eV when $D$ is updated, but by 0.703 eV when $D$ is held fixed. In that case $H\to H+c$ instead of $H+cS$, and since $\langle\phi|S|\phi\rangle=1$ the level moves to first order by $c\langle\phi|\phi\rangle=c\big(1-\sum_{I,ij}q_{ij}\langle\phi|\beta^I_i\rangle\langle\beta^I_j|\phi\rangle\big)$: the augmentation part of the orbital's charge misses the shift. An isolated value of $D_{ss}$ is therefore not a property of the atom even at convergence. The difference of 0.174 eV between end and centre is unaffected by the shift, because both atoms have the same $q_{ss}$ and share one zero. Values from boxes with different zeros cannot be compared in this way.

## When the coefficients are constants

If $Q_{ij}(\mathbf r)=0$ everywhere, the integral in (1) vanishes, $S=1$ and $D_{ij}=D^0_{ij}$ on every atom and at every step. This is the Kleinman-Bylander case: there the smooth atomic waves still differ from the full ones inside the core, but they carry the same norm, and the scheme adds no augmentation charge to the density. The condition concerns the function, not just its integral: the s-p elements above have $q_{ij}=0$ and are still screened.

With nonzero augmentation functions, the quantities that may be stored with the element, beside the projectors and the local ionic potential, are $D^0_{ij}$, $Q_{ij}(\mathbf r)$ and $q_{ij}$. The screened matrix has to be calculated for each atom from the current potential.

## Values computed for the example and the checks

```
e^2/(4 pi eps0): 1.439965 eV nm
hbar^2/(2m): 0.038100 eV nm^2
box sides: [0.7 0.6 0.8] nm; end atoms at +/- [0.12 0.   0.16] nm
distance centre to end: 0.20 nm
ion charge 2 e; widths ion, projector, augmentation, start: 0.05 0.06 0.05 0.07 nm
largest wave number 42.0 nm^-1; plane waves: 419
bare D0 (s, p): 3.0 6.0 eV; q (s, p): 0.5 0.5
D in eV by step: ss centre, ss end(+), s-pz end(+)
  step  1:   -5.6841    -5.5530     0.1394
  step  2:   -4.7014    -4.4692     0.1827
  step  3:   -4.6669    -4.4351     0.2286
  step  4:   -4.6653    -4.4824     0.2326
  step  6:   -4.6744    -4.4999     0.2322
  step 20:   -4.6772    -4.5030     0.2318
converged D in eV: centre, end(+), end(-)
  s-s     -4.6772    -4.5030    -4.5030
  px-px   -0.6763    -0.3796    -0.3796
  py-py   -0.5353    -0.3143    -0.3143
  pz-pz   -0.7829    -0.4260    -0.4260
  s-px     0.0000     0.1646    -0.1646
  s-pz     0.0000     0.2318    -0.2318
  px-pz   -0.1871    -0.0849    -0.0849
D ss, end minus centre: 0.1741 eV
end(+) s-s from L=0 potential: -4.5030 eV
end(+) s-pz from L=1 potential: 0.2318 eV
end(+) px-pz from L=2 potential: -0.0849 eV
largest error of D against energy derivative: 1.0e-07 eV
orbital gradient, finite difference: 16.6780 eV
orbital gradient, current D: 16.6781 eV
orbital gradient, D held from step 1: 18.4534 eV
electrons in smooth density: 4.3071 
electrons in augmentation density: 1.6929 
occupied levels: [-6.6937 -4.828  -2.5724] eV
gap to first empty level: 2.4775 eV
level-sum energy minus direct energy: 7.1e-15 eV
lowest level shift for V + 1 eV, D updated: 1.0000 eV
lowest level shift for V + 1 eV, D held: 0.7031 eV
fixed set (s, p): [-4.6772 -0.6649] eV
energy above minimum with fixed set: 11.607 meV
level errors with fixed set: [ -15.94  -13.28 -108.77] meV
single atom in cubic box, D (s, px, py, pz): [-4.6172 -0.3964 -0.3964 -0.3964] eV
```
